# Can Becke-Johnson potentials supply energies, forces and phonons?: a program that tests the result

```python
"""Result under test: the Becke-Johnson (BJ) exchange potential is no functional
derivative, so the line integral of v * d(rho) depends on the path.
Hartree atomic units. rho: density of ONE spin; phi: orbital; tau = |phi'|^2/2.
BJ potential = hole potential (Slater or Becke-Roussel) + shift,
shift = sqrt(5/6)/pi * sqrt(tau/rho); for one orbital it is C*|rho'|/rho.
Density family: rho ~ exp(-a r - b r^2), one electron per spin, two spins.
Claim: (work, a first) - (work, b first) = 4 C * integral of Var(r) da db.
Further tests: a four-electron loop, and forces in a 1D two-electron molecule.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal

EV = physical_constants["Hartree energy in eV"][0]
C = np.sqrt(5 / 48) / np.pi

# ---------- two electrons in three dimensions ----------
r = np.linspace(0, 10, 2001)
simpson = np.ones(r.size)
simpson[1:-1:2] = 4
simpson[2:-1:2] = 2
vol = simpson * (r[1] - r[0]) / 3 * 4 * np.pi * r**2
r_safe = np.maximum(r, 1e-6)


def density(a, b):
    f = np.exp(-a * r - b * r**2)
    return f / (vol @ f)


def bj_shift(rho):
    phi = np.sqrt(rho)
    tau = 0.5 * CubicSpline(r, phi)(r, 1)**2
    return np.sqrt(5 / 6) / np.pi * np.sqrt(tau / rho)


def slater(rho):
    inner = CubicSpline(r, 4 * np.pi * r**2 * rho).antiderivative()(r)
    outer = CubicSpline(r, 4 * np.pi * r * rho).antiderivative()(r)
    return -(inner / r_safe + outer[-1] - outer)


def becke_roussel(rho):
    """One-orbital case: the hole curvature is laplacian(rho)/6."""
    s = CubicSpline(r, rho)
    curvature = (s(r, 2) + 2 * s(r, 1) / r_safe) / 6
    target = curvature / (2 / 3 * np.pi**(2 / 3) * rho**(5 / 3))
    lo, hi = np.full(r.size, 1e-10), np.full(r.size, 600.0)
    for _ in range(65):
        mid = (lo + hi) / 2
        low = (mid - 2) / mid * np.exp(2 * mid / 3) < target
        lo, hi = np.where(low, mid, lo), np.where(low, hi, mid)
    y = (lo + hi) / 2
    width = y * np.exp(-y / 3) / (8 * np.pi * rho)**(1 / 3)
    return -(1 - np.exp(-y) * (1 + y / 2)) / width


def lda(rho):
    return -(6 * rho / np.pi)**(1 / 3)


def gauss(n):
    t, w = np.polynomial.legendre.leggauss(n)
    return (t + 1) / 2, w / 2


def path_work(path, d=1e-4):
    """Line integrals of [shift, Slater, Becke-Roussel, LDA], both spins."""
    total = np.zeros(4)
    for t, w in zip(*gauss(20)):
        rho = path(t)
        drho = (path(t + d) - path(t - d)) / (2 * d)
        v = np.array([f(rho) for f in (bj_shift, slater, becke_roussel, lda)])
        total += 2 * w * (v @ (vol * drho))
    return total


a1, a2, b1, b2 = 1.0, 3.0, 0.1, 1.0
da, db = a2 - a1, b2 - b1
start, end = density(a1, b1), density(a2, b2)
work_I = (path_work(lambda t: density(a1 + da * t, b1))
          + path_work(lambda t: density(a2, b1 + db * t)))
work_II = (path_work(lambda t: density(a1, b1 + db * t))
           + path_work(lambda t: density(a1 + da * t, b2)))
work_mix = path_work(lambda t: (1 - t) * start + t * end)


def mean_r(a, b):
    return vol @ (r * density(a, b))


def var_r(a, b):
    return vol @ (r**2 * density(a, b)) - mean_r(a, b)**2


nodes, weights = gauss(20)
gap_formula = 4 * C * da * db * sum(
    wa * wb * var_r(a1 + da * ta, b1 + db * tb)
    for ta, wa in zip(nodes, weights) for tb, wb in zip(nodes, weights))
work_I_formula = 4 * C * (
    b2 * mean_r(a2, b2) - b1 * mean_r(a1, b1)
    - db * sum(w * mean_r(a2, b1 + db * t) for t, w in zip(nodes, weights)))
gap = work_I - work_II
assert abs(gap[0] - gap_formula) < 2e-5
assert abs(work_I[0] - work_I_formula) < 2e-5
assert gap[0] > 0.01 and abs(work_mix[0] - work_I[0]) > 1e-3


def slater_energy(rho):
    return vol @ (rho * slater(rho))


def lda_energy(rho):
    return -1.5 * (6 / np.pi)**(1 / 3) * (vol @ rho**(4 / 3))


dE_slater = slater_energy(end) - slater_energy(start)
dE_lda = lda_energy(end) - lda_energy(start)
for work in (work_I, work_II, work_mix):
    assert abs(work[1] - dE_slater) < 2e-5
    assert abs(work[3] - dE_lda) < 2e-5

# Becke-Roussel must reproduce the exact hole potential of a 1s density
hydrogenic = density(2.0, 0.0)
window = (r > 0.1) & (r < 5)
br_error = np.max(np.abs(becke_roussel(hydrogenic) - slater(hydrogenic))[window])
assert br_error < 2e-3
gap_br_total = gap[0] + gap[2]
assert abs(gap_br_total) > 1e-3
c_zero = 2 * gap[0] / (gap[2] + 3 * gap[0])

# antisymmetric part of the kernel for two variations outside the family
rho0 = density(2.0, 0.3)
u1 = np.cos(r) - vol @ (rho0 * np.cos(r))
u2 = np.exp(-r) - vol @ (rho0 * np.exp(-r))
eps = 1e-4
dw1, dw2 = [(bj_shift(rho0 * (1 + eps * u)) - bj_shift(rho0 * (1 - eps * u)))
            / (2 * eps) for u in (u1, u2)]
omega = vol @ (rho0 * (u2 * dw1 - u1 * dw2))
omega_formula = -C * (vol @ (rho0 * (-u2 * np.sin(r) + u1 * np.exp(-r))))
assert abs(omega - omega_formula) < 1e-5

# ---------- four electrons: two s orbitals per spin ----------
hs = 0.01
s = hs * np.arange(1, 801)


def two_orbitals(charge, k):
    """Lowest two s states in -charge/s + k s^2/2; returns u = s*R(s)."""
    diag = 1 / hs**2 - charge / s + 0.5 * k * s**2
    _, u = eigh_tridiagonal(diag, np.full(s.size - 1, -0.5 / hs**2),
                            select="i", select_range=(0, 1))
    return u.T / np.sqrt(hs)


def radial_density(charge, k):
    return np.sum(two_orbitals(charge, k)**2, axis=0)


def many_potentials(charge, k):
    u = two_orbitals(charge, k)
    phi = u / (s * np.sqrt(4 * np.pi))
    rho = np.maximum(np.sum(phi**2, axis=0), 1e-60)
    tau = 0.5 * sum(np.gradient(p, hs, edge_order=2)**2 for p in phi)
    exchange = np.zeros(s.size)
    for i in range(2):
        for j in range(2):
            pair = u[i] * u[j] * hs
            outside = np.sum(pair / s) - np.cumsum(pair / s)
            exchange -= phi[i] * phi[j] * (np.cumsum(pair) / s + outside)
    return np.array([np.sqrt(5 / 6) / np.pi * np.sqrt(tau / rho),
                     exchange / rho, lda(rho)])


corners = [(2.0, 0.1), (4.0, 0.1), (4.0, 1.0), (2.0, 1.0), (2.0, 0.1)]
loop = np.zeros(3)
for p, q in zip(corners[:-1], corners[1:]):
    p, q = np.array(p), np.array(q)
    for t, w in zip(*gauss(12)):
        d = 1e-3
        drho = (radial_density(*(p + (t + d) * (q - p)))
                - radial_density(*(p + (t - d) * (q - p)))) / (2 * d)
        loop += 2 * w * hs * (many_potentials(*(p + t * (q - p))) @ drho)
loop_bj = loop[0] + loop[1]
assert abs(loop[2]) < 5e-6
assert abs(loop_bj) > 20 * abs(loop[2])
assert abs(loop[1]) > 20 * abs(loop[2])

# ---------- forces: two electrons, two nuclei, one dimension ----------
hx = 0.025
x = hx * np.arange(-520, 521)
soft = hx / np.sqrt((x[:, None] - x[None, :])**2 + 1)
Z = np.array([1.5, 0.5])


def ground_orbital(v):
    _, u = eigh_tridiagonal(v + 1 / hx**2, np.full(x.size - 1, -0.5 / hx**2),
                            select="i", select_range=(0, 0))
    return np.maximum(np.abs(u[:, 0]) / np.sqrt(hx), 1e-60)


def molecule(X, strength):
    """Self-consistent forces, total density and shift; strength C or 0."""
    v_ext = -sum(z / np.sqrt((x - c)**2 + 1) for z, c in zip(Z, X))
    v = v_ext + 0.5 / np.sqrt((x - np.mean(X))**2 + 1)
    phi = ground_orbital(v)
    for _ in range(300):
        padded = np.concatenate(([0], phi, [0]))
        slope = (padded[2:] - padded[:-2]) / (2 * hx)
        shift = 2 * strength * np.abs(slope) / phi
        v = 0.4 * v + 0.6 * (v_ext + soft @ phi**2 + shift)
        new = ground_orbital(v)
        change = np.max(np.abs(new**2 - phi**2))
        phi = new
        if change < 1e-10:
            break
    assert change < 1e-10, "self-consistency not reached"
    rho = 2 * phi**2
    force = np.array([z * hx * np.sum(rho * (x - c) / ((x - c)**2 + 1)**1.5)
                      for z, c in zip(Z, X)])
    dist = X[1] - X[0]
    repulsion = Z[0] * Z[1] * dist / (dist**2 + 1)**1.5
    return force + np.array([-repulsion, repulsion]), rho, shift


def net_formula(rho):
    slope = np.gradient(rho, hx)
    return C * hx * np.sum(slope * np.abs(slope) / rho)


def force_constants(X, strength, d=0.1):
    K, drho, dshift = np.zeros((2, 2)), [], []
    for j in range(2):
        sums = [0.0, 0.0, 0.0]
        for m, coef in ((1, 8), (-1, -8), (2, -1), (-2, 1)):
            moved = X.copy()
            moved[j] += m * d
            out = molecule(moved, strength)
            sums = [q + coef * o / (12 * d) for q, o in zip(sums, out)]
        K[:, j] = -sums[0]
        drho.append(sums[1])
        dshift.append(sums[2])
    kernel = hx * np.sum(drho[0] * dshift[1] - drho[1] * dshift[0])
    return K, kernel


X0 = np.array([-0.75, 0.75])
F_bj, rho_bj, _ = molecule(X0, C)
F_ref, _, _ = molecule(X0, 0.0)
net = net_formula(rho_bj)
assert abs(F_bj.sum() - net) < 0.03 * abs(net)
assert abs(F_ref.sum()) < 0.03 * abs(net)
K_bj, kernel_bj = force_constants(X0, C)
K_ref, _ = force_constants(X0, 0.0)
asym, asym_ref = K_bj[0, 1] - K_bj[1, 0], K_ref[0, 1] - K_ref[1, 0]
assert abs(asym - kernel_bj) < 0.05 * abs(asym)
assert abs(asym_ref) < 0.02 * abs(asym)
assert np.max(np.abs(K_bj.sum(axis=1))) < 3e-4
distances = (1.0, 2.0, 3.0)
nets = [molecule(np.array([-D / 2, D / 2]), C)[0].sum() for D in distances]
cycle = (nets[1] - nets[0]) * 1.0
assert abs(cycle) > 1e-4

# ---------- output ----------
print(f"C = {C:.6f} (dimensionless)")
print(f"start a = {a1}, end a = {a2} bohr^-1")
print(f"start b = {b1}, end b = {b2} bohr^-2")
for label, a, b in (("start", a1, b1), ("a-first corner", a2, b1),
                    ("b-first corner", a1, b2), ("end", a2, b2)):
    print(f"<r> at {label}: {mean_r(a, b):.5f} bohr")
for label, work in (("a first", work_I), ("b first", work_II),
                    ("linear mixing", work_mix)):
    print(f"{label}: shift work {work[0]:.5f}, Slater work {work[1]:.5f} Ha")
    print(f"{label}: shift + Slater {work[0] + work[1]:.5f} Ha")
    print(f"{label}: LDA exchange work {work[3]:.5f} Ha")
print(f"exact one-orbital exchange energy change: {dE_slater:.5f} Ha")
print(f"LDA exchange energy change: {dE_lda:.5f} Ha")
print(f"BJ path gap, line integrals: {gap[0]:.5f} Ha = {gap[0] * EV:.3f} eV")
print(f"BJ path gap, variance formula: {gap_formula:.5f} Ha")
print(f"path gap of Becke-Roussel part alone: {gap[2]:.5f} Ha")
print(f"path gap of Becke-Roussel + shift: {gap_br_total:.5f} Ha")
print(f"fixed c at which this one gap would vanish: {c_zero:.4f}")
print(f"Becke-Roussel minus exact, 1s density, max: {br_error:.1e} Ha")
print(f"kernel antisymmetry, differences: {omega:.6f} Ha")
print(f"kernel antisymmetry, formula: {omega_formula:.6f} Ha")
print("four-electron loop: charge 2 to 4, k 0.1 to 1.0 Ha/bohr^2")
print(f"four-electron loop, shift: {loop[0]:.6f} Ha")
print(f"four-electron loop, Slater: {loop[1]:.6f} Ha")
print(f"four-electron loop, BJ total: {loop_bj:.6f} Ha")
print(f"four-electron loop, LDA control: {loop[2]:.1e} Ha")
print(f"1D molecule: charges {Z[0]}, {Z[1]}; distance {X0[1] - X0[0]} bohr")
print(f"BJ forces on nuclei 1, 2: {F_bj[0]:.5f}, {F_bj[1]:.5f} Ha/bohr")
print(f"BJ net force, sum of forces: {F_bj.sum():.5f} Ha/bohr")
print(f"BJ net force, density formula: {net:.5f} Ha/bohr")
print(f"net force without shift: {F_ref.sum():.1e} Ha/bohr")
print(f"BJ K11, K12: {K_bj[0, 0]:.5f}, {K_bj[0, 1]:.5f} Ha/bohr^2")
print(f"BJ K21, K22: {K_bj[1, 0]:.5f}, {K_bj[1, 1]:.5f} Ha/bohr^2")
print(f"BJ K12 - K21, from forces: {asym:.5f} Ha/bohr^2")
print(f"BJ K12 - K21, from exchange kernel: {kernel_bj:.5f} Ha/bohr^2")
print(f"K12 - K21 without shift: {asym_ref:.1e} Ha/bohr^2")
for D, value in zip(distances, nets):
    print(f"BJ net force at distance {D}: {value:.5f} Ha/bohr")
print(f"cycle 1 to 2 bohr, moved 1 bohr: |work| {abs(cycle):.5f} Ha")
print("done: every assertion held")
```

Printed output:

```
C = 0.102734 (dimensionless)
start a = 1.0, end a = 3.0 bohr^-1
start b = 0.1, end b = 1.0 bohr^-2
<r> at start: 1.99784 bohr
<r> at a-first corner: 0.92520 bohr
<r> at b-first corner: 0.92673 bohr
<r> at end: 0.64866 bohr
a first: shift work -0.09537, Slater work -0.95263 Ha
a first: shift + Slater -1.04801 Ha
a first: LDA exchange work -0.81265 Ha
b first: shift work -0.27705, Slater work -0.95263 Ha
b first: shift + Slater -1.22969 Ha
b first: LDA exchange work -0.81265 Ha
linear mixing: shift work 0.22456, Slater work -0.95263 Ha
linear mixing: shift + Slater -0.72807 Ha
linear mixing: LDA exchange work -0.81264 Ha
exact one-orbital exchange energy change: -0.95263 Ha
LDA exchange energy change: -0.81265 Ha
BJ path gap, line integrals: 0.18168 Ha = 4.944 eV
BJ path gap, variance formula: 0.18168 Ha
path gap of Becke-Roussel part alone: -0.12119 Ha
path gap of Becke-Roussel + shift: 0.06049 Ha
fixed c at which this one gap would vanish: 0.8573
Becke-Roussel minus exact, 1s density, max: 1.5e-06 Ha
kernel antisymmetry, differences: -0.011254 Ha
kernel antisymmetry, formula: -0.011254 Ha
four-electron loop: charge 2 to 4, k 0.1 to 1.0 Ha/bohr^2
four-electron loop, shift: 0.101441 Ha
four-electron loop, Slater: 0.013638 Ha
four-electron loop, BJ total: 0.115078 Ha
four-electron loop, LDA control: 9.4e-07 Ha
1D molecule: charges 1.5, 0.5; distance 1.5 bohr
BJ forces on nuclei 1, 2: 0.01589, -0.00351 Ha/bohr
BJ net force, sum of forces: 0.01238 Ha/bohr
BJ net force, density formula: 0.01238 Ha/bohr
net force without shift: 5.4e-11 Ha/bohr
BJ K11, K12: 0.15653, -0.15653 Ha/bohr^2
BJ K21, K22: -0.13978, 0.13978 Ha/bohr^2
BJ K12 - K21, from forces: -0.01675 Ha/bohr^2
BJ K12 - K21, from exchange kernel: -0.01676 Ha/bohr^2
K12 - K21 without shift: 3.3e-12 Ha/bohr^2
BJ net force at distance 1.0: 0.00485 Ha/bohr
BJ net force at distance 2.0: 0.02048 Ha/bohr
BJ net force at distance 3.0: 0.02924 Ha/bohr
cycle 1 to 2 bohr, moved 1 bohr: |work| 0.01563 Ha
done: every assertion held
```
